Oxygen passage through perfect graphene with a 5 eV barrier

**Problem**

A perfect graphene sheet separates pure oxygen gas, at 300 K and 760 Torr, from a vacuum. The easiest way through is end-on through the centre of a carbon hexagon. There the potential energy of the O₂ molecule is E_b = 5 eV above its value far from the sheet. This height is a given model value, not a computed barrier for real graphene. A rigid carbon ring would repel an intact O₂ molecule at its centre far more strongly, by tens of eV. Also, 5 eV is close to the O–O bond energy of about 5.1 eV, so at such energies bond breaking and reaction with carbon compete with passing whole.

(a) How often does a molecule held against one hexagon pass through it?

(b) How many molecules pass through 1 cm² of the sheet per second?

(c) Could such a passage be observed?

(d) Do tunnelling, the shape of the pore, the motion of the carbon atoms, or an error in the barrier change the answer to (c)?

**Assumptions**

The gas is ideal. The molecule first moves classically as a rigid rotor, and the sheet is first held rigid; part (d) adds quantum motion and lets the ring move, but keeps the O–O bond length fixed. The sheet stays intact, and the molecule passes whole. At this pressure difference an intact sheet of 1 cm² needs a porous support. If it were free and circular, with radius R, force balance would require an edge tension of at least pR/2 ≈ 290 N/m, while graphene tears at about 42 N/m. All areas below mean the uncovered area of the sheet. The potential energy V is zero in the gas, and z is the distance of the molecule's centre from the sheet plane, z = 0. By definition E_b is the smallest value of V on that plane, over all positions and orientations.

The thermal energy at 300 K is kT = 0.02585 eV, so

E_b/kT = 193.41, exp(−E_b/kT) = 1.01 × 10⁻⁸⁴.

**Solution of (a): a molecule held against a hexagon**

Let weak attraction hold the molecule in a shallow well in front of the hexagon, where it vibrates against the sheet with frequency ν = ω₀/2π. Near the bottom of the well the potential energy is ½mω₀²s², where s is the displacement from the bottom and m is the molecular mass. I take the barrier top to lie 5 eV above this bottom. It really lies higher by the adsorption energy, so this choice overestimates the rate.

In thermal equilibrium the probability per unit length of finding the molecule at the top is exp(−E_b/kT)/Z, where

Z = ∫ exp(−mω₀²s²/2kT) ds = √(2πkT/(mω₀²)).

The forward flux is this density times the mean of v over positive velocities, with negative velocities counted as zero. The Maxwell distribution of one velocity component is

f(v) = √(m/(2πkT)) exp(−mv²/2kT),

and since ∫₀^∞ v exp(−mv²/2kT) dv = kT/m,

∫₀^∞ v f(v) dv = √(m/(2πkT)) · kT/m = √(kT/(2πm)).

The rate is the product of the two factors:

rate = √(kT/(2πm)) · √(mω₀²/(2πkT)) · exp(−E_b/kT) = (ω₀/2π) exp(−E_b/kT) = ν exp(−E_b/kT).

The frequency counts the attempts, and the exponential is the chance that an attempt has enough energy. This one-dimensional estimate gives the molecule as much sideways and turning freedom at the top as in the well. A tight pore gives it less, which lowers the rate further.

With the rough value ν = 10¹² Hz for a heavy molecule in a weak well,

rate = 10¹² s⁻¹ × 1.01 × 10⁻⁸⁴ ≈ 1.0 × 10⁻⁷² s⁻¹.

The mean wait is about 10⁷² s. The harmonic form of the well matters little: for a potential that rises as a squared sine from the bottom to the 5 eV top, with the same ν, the full integral agrees with ν exp(−E_b/kT) to within 1%.

**Solution of (b): a sheet facing the gas**

The number of molecules that strike unit area per unit time is the gas density n times the one-way mean velocity found above. With n = p/kT,

J = n√(kT/(2πm)) = p/√(2πmkT).

For O₂, m = 31.998 u, and the stated pressure and temperature give J = 2.73 × 10²³ per cm² per second.

Suppose first that the barrier is flat, with height E_b everywhere. Only the normal velocity then matters, and it must exceed v_b = √(2E_b/m). The passing fraction of the flux is

∫_{v_b}^∞ v exp(−mv²/2kT) dv / ∫₀^∞ v exp(−mv²/2kT) dv = exp(−E_b/kT),

because the upper integral is (kT/m) exp(−mv_b²/2kT) and the lower one is kT/m.

A real pore is not flat. Its forces exchange energy between normal, sideways and rotational motion, so one might ask whether a molecule could use its sideways or rotational energy to get through more often. An equilibrium count settles this.

Imagine the same gas on both sides. At a given position and orientation on the plane z = 0, the density of molecules is reduced from its gas value by exp(−V/kT). The velocity distribution is still Maxwell's, so the one-way mean velocity is unchanged. The number of forward crossings per unit area and time is therefore

J ⟨exp(−V/kT)⟩,

where the brackets average over positions in the plane and over all orientations. Every molecule that travels from the left gas to the right gas makes at least one forward crossing. The passage rate R cannot exceed the crossing rate. Removing the gas on the right does not alter the paths of molecules arriving from the left, since the molecules are independent and the sheet is rigid. Finally V ≥ E_b on the plane, so

R ≤ J ⟨exp(−V/kT)⟩ ≤ J exp(−E_b/kT).

Energy exchange cannot beat this bound. A test with classical trajectories of a point particle, moving along z and one sideways direction without rotation, used a barrier low enough for passages to be counted. Its height varied along the sheet between 2kT and 4kT, and it fell off as sech² of the distance. The passed fraction was 0.0631, with a sampling error of 0.0017. The plane average ⟨exp(−V/kT)⟩ was 0.0630, and the looser bound from the lowest barrier was 0.1353.

For 1 cm² of graphene,

R ≤ 2.725 × 10²³ × 1.01 × 10⁻⁸⁴ ≈ 2.75 × 10⁻⁶¹ s⁻¹.

The mean wait for one passage is at least 3.6 × 10⁶⁰ s.

The same bound can be read for one hexagon. With a lattice constant of 0.246 nm its area is (√3/2)(0.246 nm)² = 0.0524 nm². It is struck 1.4 × 10⁸ times per second, and the passage rate is at most 1.4 × 10⁻⁷⁶ s⁻¹. With the barrier set to 5 eV in both cases, the held molecule of part (a) has a larger rate because it makes 10¹² attempts per second instead of 1.4 × 10⁸. The held molecule must also overcome the adsorption energy, which lowers its rate. An adsorption energy of about 0.23 eV would make the two rates equal, and a larger one would reverse their order.

**Solution of (c): could it be observed?**

Take a sheet as large as the Earth's surface, roughly 5 × 10¹⁸ cm², and wait for the age of the universe, roughly 4 × 10¹⁷ s. The expected number of passages is at most

2.75 × 10⁻⁶¹ × 5 × 10¹⁸ × 4 × 10¹⁷ ≈ 5.5 × 10⁻²⁵.

The probability of seeing even one event cannot exceed the expected number of events. Within this model the passage is unobservable.

It is more useful to ask how low the barrier would have to be. Let an ideal detector register every molecule that passes through area A in time t. One expected passage at the bound requires J A t exp(−E₁/kT) = 1, or

E₁ = kT ln(J A t).

For 1 cm² and one year, 3.154 × 10⁷ s,

J A t = 2.725 × 10²³ × 3.154 × 10⁷ = 8.6 × 10³⁰, E₁ = 0.02585 eV × 71.2 = 1.84 eV.

The given barrier is 3.16 eV higher. Area, time and pressure enter E₁ through a logarithm: a tenfold increase in any of them raises E₁ by only kT ln 10 ≈ 0.06 eV. Even the Earth-sized sheet watched for the age of the universe gives only E₁ ≈ 3.6 eV. The conclusion therefore holds by either standard, and an error of 1 eV in E_b would not change it.

**Solution of (d): the neglected effects**

*Tunnelling.* Model the barrier along z as V = E_b/cosh²(z/a), with a = 0.1 nm as a round value. In the semiclassical approximation, a molecule with normal energy E < E_b tunnels with probability exp(−2S/ħ), where

S(E) = ∫ √(2m(V − E)) dz

runs between the two points where V = E. Differentiation is the easiest way to find S. The end points contribute nothing, since the integrand vanishes there:

dS/dE = −√(m/2) ∫ dz/√(V − E).

Put s = sinh(z/a), so that dz = a ds/cosh(z/a). Since cosh² = 1 + s²,

√(V − E) = √(E_b − E − Es²)/cosh(z/a).

The hyperbolic cosines cancel, and the remaining integral is an arcsine:

∫ dz/√(V − E) = a ∫ ds/√(E_b − E − Es²) = πa/√E.

Integrating dS/dE = −πa√(m/2)/√E down from the top, where S(E_b) = 0, gives

2S/ħ = (2πa/ħ)√(2m) (√E_b − √E).

Next, √E_b − √E = (E_b − E)/(√E_b + √E) ≥ (E_b − E)/(2√E_b). Hence

2S/ħ ≥ 2π(E_b − E)/(ħω), ω = √(2E_b/m)/a.

This ω describes the curvature of the top, where V ≈ E_b − ½mω²z².

The normal energies of the striking molecules are distributed as exp(−E/kT) dE/kT, because v dv is proportional to dE. Above the top the transmission is at most 1, which contributes at most exp(−E_b/kT). Below the top, write ε = E_b − E and define the crossover temperature T_c = ħω/(2πk). Relative to the classical result, the total is at most

1 + ∫₀^∞ (dε/kT) exp[−(ε/k)(1/T_c − 1/T)] = 1 + T_c/(T − T_c) = T/(T − T_c).

Extending the integral to infinity only enlarges it. It converges only for T > T_c. At lower temperatures this bound fails, and tunnelling well below the top can take over.

Here ħω = 0.036 eV and T_c = 67 K, so at 300 K tunnelling raises the rate by a factor of at most 1.29. A direct numerical solution of the wave equation for this barrier, at the true mass of O₂, gives 1.09. Halving a to 0.05 nm doubles T_c to 134 K and raises the bound to 1.80. Molecules of ordinary thermal energy play no part: at E = kT the tunnelling probability is about 10⁻⁷⁰¹.

*Shape of the pore.* Away from the hexagon centre the energy rises. A periodic model for this rise is

U = U₀[3 − cos(g₁·r) − cos(g₂·r) − cos(g₃·r)],

where the three vectors lie 120° apart and have length g = 4π/(√3 × 0.246 nm). At a carbon atom each cosine is −½, so U = 4.5U₀, which I set to the round value 20 eV. Near the centre 1 − cos x ≈ x²/2, and the squared cosines of the three directions add to 3/2. Thus U ≈ ½κr² with κ = (3/2)U₀g² = 5.8 × 10³ eV/nm². Averaging over the hexagon area A_h gives

(1/A_h) ∫₀^∞ exp(−κr²/2kT) 2πr dr = 2πkT/(κA_h) = 5.3 × 10⁻⁴.

Turning the axis by θ from end-on costs W sin²θ, with W = 5 eV as another round value. With c = cos θ the average over orientations is

∫₀¹ exp[−W(1 − c²)/kT] dc ≈ ∫₀^∞ exp(−2Wx/kT) dx = kT/(2W) = 2.6 × 10⁻³.

Here x = 1 − c, and 1 − c² ≈ 2x near the end-on position. The full averages, taken without the small-displacement expansions, agree with both formulas to within 1%.

So tight a pore also costs zero-point energy. The quantum partition function of an oscillator is Σ exp[−u(j + ½)] = 1/(2 sinh(u/2)), summed over j = 0, 1, 2, …, with u the level spacing divided by kT. The classical one is 1/u. Each mode therefore contributes a factor (u/2)/sinh(u/2). The two sideways modes have a spacing of 0.087 eV. The two turning modes, for a bond length of 0.121 nm, have 0.060 eV. Together the four factors give 0.27.

Including the tunnelling factor 1.09, the model rate for 1 cm² becomes

2.75 × 10⁻⁶¹ × 5.3 × 10⁻⁴ × 2.6 × 10⁻³ × 0.27 × 1.09 ≈ 1 × 10⁻⁶⁷ s⁻¹.

The pore shape makes passage rarer by about six powers of ten. This factor belongs to the two chosen energies, which are round model values and are not derived from a real carbon ring.

*Motion of the carbon atoms.* If E_b was found for a rigid ring, relaxation of the ring lowers it, and that lowering counts as an error in the barrier, treated below. If E_b is the energy with the ring already relaxed around the molecule, the vibrations of the ring can still favour passage by becoming softer at the barrier. Suppose that all 18 coordinates of the six ring atoms halve their frequencies. Classically each contributes a factor 2, together 2¹⁸ = 2.6 × 10⁵.

Quantum mechanically, halving the frequency of one mode multiplies its partition function by

sinh(u/2)/sinh(u/4) = 2 cosh(u/4) ≤ 2 exp(u/4).

The extra exponential is the zero-point energy released, a quarter of the level spacing. The largest vibrational quanta of graphene are roughly 0.2 eV, so 18 modes release at most about 18 × 0.05 = 0.9 eV. This acts as a lowering of the barrier by at most about 0.9 eV.

*Error in the barrier.* Lowering E_b by 1 eV multiplies the rate by exp(1 eV/kT) = 6.3 × 10¹⁶, far more than tunnelling does. A 4 eV barrier, combined with the classical softening factor and the tunnelling bound 1.29 found for 5 eV (slightly more than a 4 eV barrier of the same width needs), gives 5.8 × 10⁻³⁹ per cm² per second. The missing 1 eV may stand for an error in E_b or for the released zero-point energy.

If both occur, the margin of part (c) still covers them. The classical softening factor is worth kT ln(2.6 × 10⁵) ≈ 0.3 eV and the zero-point release at most about 0.9 eV. Of the 3.16 eV, at least about 1.9 eV remains for an error in the barrier. With the softening supposed here, none of the effects in (d) makes passage observable on 1 cm² in a year unless the barrier is wrong by at least that much. The figure is cautious, because the factor 2 and the full zero-point release are not reached together: 2 cosh(u/4) evaluated directly for 18 modes of 0.2 eV is worth 0.91 eV in all and leaves about 2.2 eV. Stronger softening would leave a smaller margin.

**A few cases**

The pressure is 760 Torr in every row. The rates are for 1 cm², except in the last row, which is for a single pore.

| Case | Rate (s⁻¹) |
|---|---|
| 5 eV, 300 K, classical bound | 2.75 × 10⁻⁶¹ |
| Same, with pore shape, zero-point energy and tunnelling | 1 × 10⁻⁶⁷ |
| 4 eV, 300 K, softened ring, tunnelling bound | 6 × 10⁻³⁹ |
| 5 eV, 600 K, classical bound | 2 × 10⁻¹⁹ |
| 5 eV, 820 K, classical bound | 3 × 10⁻⁸ |
| One open pore of 0.1 nm², 300 K | 2.7 × 10⁸ |

Doubling the temperature to 600 K halves the exponent E_b/kT and raises the bound by about 42 powers of ten. It is still far below one molecule per year. At 820 K the bound reaches one molecule per cm² per year. That row describes an ideal sheet that stays intact; real graphene in hot oxygen is attacked chemically, so the model no longer describes the sheet.

**Comparison with a real barrier layer**

The temperature and pressure are ordinary working conditions. In air, about one fifth of the pressure is due to oxygen, which divides the rates by about five and changes nothing of substance. Real layers, however, are not perfect. The last row of the table treats a single hole with no barrier, in which an area of 0.1 nm² is open to the molecule's centre. The hole itself must be larger, since the molecule has a width. It passes J times the open area, or 2.7 × 10⁸ molecules per second. This is about 10⁶⁹ times the bound for a whole square centimetre of perfect sheet. A barrier in the hole lowers its rate, but with the same open area the hole still passes more than that bound until its barrier reaches about 4.1 eV. A leak measured through a real graphene layer at room temperature therefore says nothing about a 5 eV barrier. It points to defects, grain boundaries, edges or seals, or to a chemical path in which the molecule does not pass whole. Such a path needs its own calculation. If its rate per area has the form J exp(−E/kT), it becomes visible on 1 cm² within a year when E falls to about 1.8 eV.

The main inputs and intermediate values are listed in the numerical output below.

Values computed for the example and the checks

```
temperature: 300 K; pressure: 760 Torr
mass of O2: 31.998 u = 5.3134e-26 kg
barrier E_b: 5.0 eV
thermal energy kT: 0.02585 eV
E_b/kT: 193.41
Boltzmann factor exp(-E_b/kT): 1.01e-84
impinging flux J: 2.725e+23 per cm^2 per s
frequency nu of held molecule: 1.0e+12 Hz
passage rate, held molecule: 1.01e-72 per s
mean wait, held molecule: 9.92e+71 s
lattice constant: 0.246 nm
hexagon area: 0.0524 nm^2
hits on one hexagon: 1.43e+08 per s
passage bound, one hexagon: 1.44e-76 per s
passage bound, 1 cm^2: 2.75e-61 per s
mean wait at that bound, 1 cm^2: 3.64e+60 s
Earth's surface (rough): 5e+18 cm^2
age of universe (rough): 4e+17 s
expected passages, that area and time: 5.5e-25
one year: 3.154e+07 s
barrier for one passage per cm^2 per year: 1.84 eV
margin of E_b above it: 3.16 eV
temperature for one per cm^2 per year at E_b: 820 K
passage bound at 600 K, 1 cm^2: 1.9e-19 per s
trajectory test: passed fraction 0.0631
trajectory test: plane average 0.0630
trajectory test: sampling error 0.0017
trajectory test: exp(-lowest barrier/kT) 0.1353
barrier length a: 0.10 nm
barrier-top quantum hbar omega: 0.0361 eV
crossover temperature T_c: 66.8 K
tunnelling factor, wave equation: 1.087
tunnelling factor, bound T/(T-T_c): 1.286
log10 of tunnelling probability at E = kT: -701
a = 0.05 nm: T_c 133.5 K, bound 1.80
extra energy at a carbon atom: 20 eV
lateral stiffness kappa: 5799 eV/nm^2
lateral confinement factor: 5.34e-04
broadside energy W: 5.0 eV
alignment factor: 2.59e-03
O2 bond length: 0.121 nm
lateral quantum at saddle: 0.087 eV
turning quantum at saddle: 0.060 eV
zero-point factor, four modes: 0.27
refined model rate, 1 cm^2: 1.1e-67 per s
ring softening factor 2^18: 2.6e+05
factor for a barrier lower by 1 eV: 6.3e+16
Earth-sized count with softening, tunnelling: 1.9e-19
4 eV, softening, tunnelling: 5.8e-39 per cm^2 per s
open pore area: 0.1 nm^2
rate through one open pore: 2.7e+08 per s
open pore / perfect 1 cm^2: 9.9e+68
```
